Franck-Condon factors and thermal lineshape of displaced harmonic oscillators

**1. The difficulty**

An electronic transition that shifts the equilibrium position of a vibration produces a comb of lines, whose intensities are squared overlaps between vibrational states of two different wells. Done by hand, each overlap is a separate integral over two Hermite polynomials with different origins, and at finite temperature each line is an infinite sum of them. Shortcuts can fail badly. In the model of part 8, reusing the progression of the lowest level for the level n = 1 assigns 0.2500 to the step 1 → 2, whose true weight is 0.0029 (the example lies close to a node of this overlap, which makes the error extreme). Taking the bare exponential e^{−S(2n̄+1)}, which part 7 obtains as a limit for many weak modes of incommensurate frequencies bounded away from zero, for the line of this single mode with no net change of quanta gives 0.036 instead of 0.121. For wells of equal frequency the overlaps and the thermal sum both have closed forms.

**2. Model and displacement operator**

The ground (g) and excited (e) electronic states carry the same mass M and frequency ω:

H_g = p̂²/2M + Mω²q²/2,  H_e = E0 + p̂²/2M + Mω²(q − d)²/2.

With l = √(ħ/Mω), q = l(a + a†)/√2, p̂ = iħ(a† − a)/(√2 l) and [a, a†] = 1, H_g = ħω(a†a + ½). The states |n⟩ = (a†)ⁿ|0⟩/√n! are Hermite functions ψ_n(q) with positive leading coefficient. Define

α = d/(√2 l),  S = α² = Mωd²/2ħ (the Huang-Rhys factor),  D(β) = exp(βa† − β*a).

The exponent is anti-Hermitian, so D(β)† = D(β)⁻¹ = D(−β).

Let X and Y be operators whose commutator c = [X, Y] is a number. The s-derivative of e^{sX}Ye^{−sX} is e^{sX}[X, Y]e^{−sX} = c, so

(1) e^{sX} Y e^{−sX} = Y + sc.

For f(s) = e^{sX}e^{sY}, f′ = Xf + e^{sX}Ye^{−sX}f = (X + Y + sc)f with f(0) = 1. The function e^{s(X+Y)}e^{s²c/2} solves the same equation, so at s = 1

(2) e^X e^Y = e^{X+Y} e^{c/2}.

For X = βa†, Y = −β*a, c = −|β|²[a†, a] = |β|². For X = βa† − β*a, Y = γa† − γ*a, c = −βγ*[a†, a] − β*γ[a, a†] = βγ* − β*γ. Hence

(3) D(β) = e^{−|β|²/2} e^{βa†} e^{−β*a},

(4) D(β)D(γ) = D(β + γ) e^{(βγ* − β*γ)/2}.

For real α, a† − a = −i√2 l p̂/ħ gives D(α) = exp(−ip̂d/ħ) = exp(−d ∂/∂q), which by Taylor's series turns ψ(q) into ψ(q − d). By (1), D(α)aD(α)† = a + α[a†, a] = a − α, and its adjoint gives a† − α. Then q → q − √2 lα = q − d while p̂ is unchanged, so

(5) H_e − E0 = D(α)H_gD(α)† = ħω[(a† − α)(a − α) + ½] = H_g + V,  V = ħω[S − α(a + a†)].

The excited levels are |m_e⟩ = D(α)|m⟩ with energies E0 + ħω(m + ½), and the overlap is ⟨m_e|n_g⟩ = ⟨m|D(−α)|n⟩. The constant Sħω = Mω²d²/2 is the height of the excited well at q = 0 above its minimum (which lies at q = d), the relaxation energy.

**3. Overlaps as Laguerre polynomials**

Since a^j|n⟩ = √(n!/(n−j)!) |n−j⟩ and vanishes for j > n, the series in (3) terminate. With k the level reached,

e^{−β*a}|n⟩ = Σ_{k=0}^{n} [(−β*)^{n−k}/(n−k)!] √(n!/k!) |k⟩,

⟨m|e^{βa†} = (e^{β*a}|m⟩)† = Σ_{k=0}^{m} [β^{m−k}/(m−k)!] √(m!/k!) ⟨k|.

Orthonormality pairs equal k. For m ≥ n, β^{m−k}(−β*)^{n−k} = β^{m−n}(−|β|²)^{n−k}, so

(6) ⟨m|D(β)|n⟩ = e^{−|β|²/2} √(m! n!) β^{m−n} Σ_{k=0}^{n} (−|β|²)^{n−k} / [k!(m−k)!(n−k)!].

The associated Laguerre polynomial is defined by the Rodrigues formula L_n^{(ν)}(y) = (y^{−ν}e^y/n!) dⁿ/dyⁿ(e^{−y}y^{n+ν}). In the Leibniz rule j derivatives on e^{−y} give (−1)^j e^{−y}, the other n − j on the power give (n+ν)! y^{ν+j}/(ν+j)!, and the weight is n!/(j!(n−j)!). Therefore

(7) L_n^{(ν)}(y) = Σ_{j=0}^{n} (n+ν)! (−y)^j / [j!(n−j)!(ν+j)!].

Setting ν = m − n and j = n − k makes n − j = k and ν + j = m − k, so the sum in (6) is L_n^{(m−n)}(|β|²)/m!. As √(m! n!)/m! = √(n!/m!),

(8) ⟨m|D(β)|n⟩ = √(n!/m!) β^{m−n} e^{−|β|²/2} L_n^{(m−n)}(|β|²),  m ≥ n.

For m < n, ⟨m|D(β)|n⟩ = ⟨n|D(−β)|m⟩*, to which (8) applies with m and n exchanged. With β = −α,

⟨m_e|n_g⟩ = (−α)^{m−n} √(n!/m!) e^{−S/2} L_n^{(m−n)}(S) for m ≥ n,

⟨m_e|n_g⟩ = α^{n−m} √(m!/n!) e^{−S/2} L_m^{(n−m)}(S) for m < n.

The amplitude is proportional to the polynomial; the Franck-Condon factor is its square:

(9) F_mn = e^{−S} S^{m−n} (n!/m!) [L_n^{(m−n)}(S)]² for m ≥ n,  F_nm = F_mn.

The program tests the signed amplitudes by quadrature of Hermite functions for both signs of d, and (9) by diagonalizing both wells on a grid.

For n = 0, L_0 = 1 and F_m0 = e^{−S}S^m/m!, a Poisson distribution. For n = 1, (7) gives L_1^{(ν)}(S) = 1 + ν − S, so F_{ν+1,1} vanishes at S = ν + 1, where the terms k = 0 and k = 1 of (6) cancel. Completeness of the |m_e⟩ gives Σ_m F_mn = 1. With E_n = ħω(n + ½), (5) gives (H_e − E0 − E_n)|n⟩ = V|n⟩. The sums Σ_m F_mn[(m−n)ħω]^j for j = 1, 2 are therefore ⟨n|V|n⟩ and ⟨n|V²|n⟩. Using ⟨a + a†⟩ = 0 and ⟨(a + a†)²⟩ = ⟨aa† + a†a⟩ = 2n + 1, these are Sħω and (ħω)²[S² + S(2n+1)]. For each initial n, m − n has mean S and variance S(2n + 1).

**4. The generating function**

The transition dipole is taken independent of q (the Condon approximation), lines are sharp, smooth powers of the photon energy E are omitted, and the ground well is thermal: P_n = (1 − x)xⁿ, x = e^{−ħω/k_BT}. The absorption lineshape and its Fourier transform, with θ = ωt, are

I(E) = Σ_{mn} P_n F_mn δ(E − E0 − (m−n)ħω),

G(t) = ∫ I(E) e^{−i(E−E0)t/ħ} dE = Σ_{mn} P_n F_mn e^{−i(m−n)θ}.

Let ⟨O⟩ = Σ_n P_n⟨n|O|n⟩ and U = e^{iH_g t/ħ}. The factor e^{i(n+½)θ} is U acting on ⟨n|, and Σ_m |m_e⟩e^{−i(m+½)θ}⟨m_e| = D(α)U†D(−α). So G = ⟨U D(α) U† D(−α)⟩. U multiplies the element ⟨n+1|a†|n⟩ by e^{i(n+1)θ − inθ}, so Ua†U† = a†e^{iθ}, UaU† = ae^{−iθ} and UD(α)U† = D(αe^{iθ}). In (4) with β = αe^{iθ}, γ = −α, the exponent is (−Se^{iθ} + Se^{−iθ})/2 = −iS sin θ:

G = e^{−iS sin θ} ⟨D(η)⟩,  η = α(e^{iθ} − 1),  |η|² = S(2 − e^{iθ} − e^{−iθ}) = 2S(1 − cos θ).

By (8) and (7) with ν = 0, ⟨n|D(η)|n⟩ = e^{−y/2}L_n(y), where y = |η|² and L_n(y) = Σ_j C(n,j)(−y)^j/j!. Differentiating Σ_n xⁿ = 1/(1−x) j times and multiplying by x^j/j! gives Σ_n C(n,j)xⁿ = x^j/(1−x)^{j+1}. The case j = 1 gives the mean occupation n̄ = Σ nP_n = x/(1−x). The double sum converges absolutely for x < 1 (replace −y by y), so its order may be exchanged:

(1 − x) Σ_n xⁿL_n(y) = Σ_j (−n̄y)^j/j! = e^{−n̄y}.

Thus ⟨D(η)⟩ = e^{−|η|²(n̄+½)}, and

(10) G(t) = exp{−S[(2n̄ + 1)(1 − cos ωt) + i sin ωt]}.

Temperature enters the modulus and not the phase. G returns to 1 after each period 2π/ω, which is why this model gives a comb of δ-lines, with no width for the individual lines.

**5. Line weights**

Let A = S(n̄ + 1), B = Sn̄. Then Ae^{−iθ} + Be^{iθ} = (A + B)cos θ − i(A − B)sin θ with A + B = S(2n̄+1) and A − B = S, so

(11) ln G = A(e^{−iθ} − 1) + B(e^{iθ} − 1).

The weight W_p of the line at E0 + pħω is the coefficient of e^{−ipθ} in G. Multiplying the two exponential series and collecting powers with difference p ≥ 0 gives W_p = e^{−A−B} Σ_k A^{p+k}B^k/[(p+k)! k!]. Since A^{p+k}B^k = (A/B)^{p/2}(√(AB))^{2k+p}, the sum is the series I_p(z) = Σ_k (z/2)^{2k+p}/[k!(k+p)!] of the modified Bessel function at z = 2√(AB). For p < 0, A and B exchange roles, giving (B/A)^{|p|/2}I_{|p|}. For either sign,

(12) W_p = e^{−S(2n̄+1)} [(n̄+1)/n̄]^{p/2} I_{|p|}(2S√(n̄(n̄+1))).

The series is the distribution of the difference of two independent Poisson counts with means A and B. For one mode these counts are not literally the quanta created and removed, since B = Sn̄ exceeds the mean number present, n̄, once S > 1. They gain that meaning when S(2n̄+1) ≪ 1, so that Sn is small for every populated level (small S alone is not enough at large n̄): to first order in S, (9) gives F_{n+1,n} = S(n+1) and F_{n−1,n} = Sn, whose thermal means are A and B. Since B/A = n̄/(n̄+1) = x, (12) gives detailed balance, W_{−p} = x^p W_p. As T → 0, B → 0 leaves the k = 0 term, W_p = e^{−S}S^p/p! = F_p0.

In emission from a thermal excited well, the photon energy is E0 + (m − n)ħω with weight P_m F_mn. The line at E0 − pħω has weight Σ_m P_m F_{m,m+p} = Σ_m P_m F_{m+p,m} = W_p by the symmetry in (9). Emission is the mirror image of absorption about E0.

**6. Moments and limits**

Putting s = −iθ in (11) gives the cumulant generating function A(e^s − 1) + B(e^{−s} − 1), whose j-th derivative at s = 0 is κ_j = A + (−1)^j B. Odd cumulants of p equal S. Even ones equal S(2n̄+1) = S(1+x)/(1−x) = S coth(ħω/2k_BT). The mean absorption energy E0 + Sħω does not depend on T, and the means of the two bands differ by the Stokes shift 2Sħω. The energy variance is σ² = (ħω)²κ₂. From coth u = 1/u + u/3 + …, with u = ħω/2k_BT,

σ² = 2Sħω k_BT [1 + (ħω/k_BT)²/12 + …]  for k_BT ≫ ħω.

Expanding (10) in θ gives ln G = −iSθ − κ₂θ²/2 + iSθ³/6 + …. For κ₂ ≫ 1, |G| has decayed within |θ| of order 1/√κ₂, and the first two terms give a Gaussian envelope of mean S and variance κ₂. On that range the cubic term is of order S/κ₂^{3/2}, the skewness, which at fixed T falls as S^{−1/2}. The next term, κ₂θ⁴/24, is of order 1/κ₂; it is the smaller of the two when S ≫ 2n̄ + 1 and the larger when S ≪ 2n̄ + 1 (weak coupling at high temperature). At the n̄ of part 8, the largest difference between √κ₂ W_p and the unit Gaussian is 0.01121 for S = 20 and 0.00343 for S = 200; the ratio 3.27 is tested against √10 = 3.16.

Equations (10), (12), detailed balance, the mirror rule and κ₁ to κ₄ are tested against the grid diagonalization at 100, 300 and 600 K.

**7. Several modes, and unequal frequencies**

For independent modes the thermal average factorizes and G is a product. Modes of one frequency share n̄ and θ, so their S add in (10). For one mode the zero line is W_0 = e^{−S(2n̄+1)}I_0(z), and I_0(z) > 1 at T > 0, so this line is stronger than the bare exponential. Let N modes have incommensurate frequencies, meaning that Σ_i p_iω_i = 0 with integers p_i holds only if every p_i = 0. The weight at E0 is then the product of the W_0. Using ln I_0(z) = z²/4 + O(z⁴) from the series,

ln W_zero ≈ −Σ_i S_i(2n̄_i + 1) + Σ_i S_i² n̄_i(n̄_i + 1)  for z_i ≪ 1.

Let S_i = S/N at fixed T, with all frequencies above a fixed positive bound, so that the n̄_i stay bounded. The second sum is then at most of order 1/N, and the bare exponential is the limit of many such modes of incommensurate frequencies (soft modes with ω_i → 0 can spoil this limit, and modes of one common frequency keep the factor I_0(z) of the total S).

The derivation rests on (5), which fails if the excited well has ω_e = rω ≠ ω. With g = Mω/ħ and h = rg, the ground states are (g/π)^{1/4}e^{−gq²/2} and (h/π)^{1/4}e^{−h(q−d)²/2}. Completing the square, gq² + h(q−d)² = (g+h)(q − hd/(g+h))² + ghd²/(g+h), and the Gaussian integral is √(2π/(g+h)). Squaring the overlap and using gd² = 2S,

F_00 = [2√r/(1 + r)] exp[−2Sr/(1 + r)],

which reduces to e^{−S} at r = 1. For anharmonic wells H_g is no longer ħω(a†a + ½), so the oscillator form in (5) is lost even when the excited well is a rigid shift of the ground well. A q-dependent dipole in general changes the weights in I(E).

**8. Worked example**

The parameters are round model values: M = 20 u, ħω = 40 meV, d = 0.15 Å, E0 = 2000 meV, T = 300 K. Then l = 0.07229 Å, d/l = 2.0751, S = 2.0751²/2 = 2.1530, e^{−S} = 0.1161 and Sħω = 86.12 meV. With k_BT = 25.852 meV, x = e^{−1.5473} = 0.2128, n̄ = 1/(e^{1.5473} − 1) = 0.2704 and 2n̄ + 1 = 1.5407.

From n = 0, F_10 = 0.1161 × 2.1530 = 0.2500 and F_20 = F_10 S/2 = 0.2692 (from unrounded factors). From n = 1, L_1^{(1)} = 2 − 2.1530 = −0.1530, so F_21 = 0.2500 × ½ × 0.1530² = 0.0029, small because S lies close to the node at S = 2. Next, L_1^{(2)} = 0.8470 and F_31 = F_20 × (2/6) × 0.8470² = 0.0644.

For the weights, A = 2.7351, B = 0.5821, e^{−A−B} = e^{−3.3173} = 0.03625, z = 2.5236 and √(A/B) = 2.1676:

W_0 = 0.03625 × 3.3499 = 0.1214,
W_1 = 0.03625 × 2.1676 × 2.5712 = 0.2020,
W_{−1} = 0.03625 × 2.5712/2.1676 = 0.0430.

The ratio W_{−1}/W_1 from the grid is 0.2128 = x. The direct sum Σ P_nF_nn through n = 4 is 0.09142 + 0.02587 + 0.00404 + 0.00003 + 0.00005 = 0.12141, against W_0 = 0.12144 with all levels.

The zero line at 300 K, 0.1214, is stronger than at 0 K, 0.1161. To first order in x, W_0 = F_00 + x(F_11 − F_00), and L_1 = 1 − S gives F_11/F_00 − 1 = S(S − 2), positive for S > 2. Here F_11 = 0.1544, so population moved to n = 1 initially strengthens the line. At x = 0.21 the first-order value, 0.1243, overshoots the true 0.1214; the line peaks near 330 K and weakens at higher temperature (0.104 at 1000 K). When the same S is spread over 64 modes with one random draw of frequencies between 0.8ω and 1.2ω (from draw to draw the zero line ranges over about 0.033 to 0.039 and its excess over about 2.4% to 2.9%), the zero line is 0.0372, 2.5% above its bare exponential 0.0363, matching the estimate z²/(4 × 64) = 0.025 made at the central frequency. This is the weight exactly at E0. The rest has moved to nearby combination lines (a quantum gained in one mode and lost in another), and the total within ±16 meV of E0 is about 0.12, close to the single-mode W_0, so the bare exponential is seen only if the sharp line is resolved from these neighbours.

At a quarter of the 103.39 fs period, (10) gives modulus e^{−3.3173} = 0.03625 and phase −2.1530 rad, so G = −0.01993 − 0.03028i; at half a period G = e^{−2×3.3173} = 0.001314.

The band means are 2086.12 meV and 1913.88 meV, a Stokes shift of 172.24 meV (1389.2 cm⁻¹). The width is σ = 40 × √3.3173 = 72.85 meV (587.6 cm⁻¹), against 58.69 meV at 0 K. The leading high-temperature term √(2Sħω k_BT) gives 66.73 meV, 8% below the true σ, because the correction (ħω/k_BT)²/12 = 0.20 to the variance is not small here; at 3000 K the variance exceeds the classical value by a fraction 0.00199, consistent with 0.15473²/12 = 0.0020. The skewness 2.1530/3.3173^{3/2} = 0.356 shows that this band is not yet Gaussian. Softening the excited well to r = 0.8 raises F_00 from 0.1161 to 0.1466.

Values computed for the example and the checks

```
M = 20.0 u, hbar w = 40.0 meV, d = 0.15 angstrom
E0 = 2000.0 meV, T = 300.0 K
w = 6.07707e+13 rad/s, period = 103.39 fs
l = 0.07229 angstrom, d/l = 2.0751
S = 2.1530, alpha = 1.4673, exp(-S) = 0.1161
relaxation energy S hbar w = 86.12 meV
kT = 25.852 meV, hbar w/kT = 1.5473
x = 0.2128, nb = 0.2704, 2nb+1 = 1.5407
P_n, n=0..4: 0.7872 0.1675 0.0357 0.0076 0.0016
F_m0, m=0..6: 0.1161 0.2500 0.2692 0.1932 0.1040 0.0448 0.0161
L_1^(p)(S), p=0..5: -1.1530 -0.1530 0.8470 1.8470 2.8470 3.8470
F_m1, m=0..6: 0.2500 0.1544 0.0029 0.0644 0.1647 0.1686 0.1104
F_m1 from grid: 0.2500 0.1544 0.0029 0.0644 0.1647 0.1686 0.1104
L_n(S), n=0..4: 1.0000 -1.1530 -0.9883 -0.1692 0.5362
F_nn, n=0..4: 0.1161 0.1544 0.1134 0.0033 0.0334
P_n F_nn, n=0..4: 0.09142 0.02587 0.00404 0.00003 0.00005
A = S(nb+1) = 2.7351, B = S nb = 0.5821, A+B = 3.3173
z = 2 sqrt(AB) = 2.5236, sqrt(A/B) = 2.1676
I_p(z), p=0..3: 3.3499 2.5712 1.3122 0.4913
exp(-A-B) = 0.03625, W_0 = 0.12144
W_p, p=-3..2: 0.0017 0.0101 0.0430 0.1214 0.2020 0.2235
W_p, p=3..8: 0.1814 0.1153 0.0600 0.0264 0.0100 0.0034
grid W_p, p=-3..2: 0.0017 0.0101 0.0430 0.1214 0.2020 0.2235
W_-1/W_1 from grid = 0.2128
G at quarter period = -0.01993 -0.03028 i, modulus 0.03625
G at half period = 0.001314
mean absorption = 2086.12 meV, mean emission = 1913.88 meV
Stokes shift = 172.24 meV = 1389.2 cm^-1
width sigma(300 K) = 72.85 meV = 587.6 cm^-1
width sigma(0 K) = 58.69 meV
classical sqrt(2 S hbar w kT), 300 K = 66.73 meV
grid cumulants k1..k4: 2.1530 3.3173 2.1530 3.3173
skewness at 300 K = 0.3564, at 0 K = 0.6815
3000 K: variance/classical - 1 = 0.00199
Gaussian error (times sigma): S=20 0.01121, S=200 0.00343
64 modes in 0.8-1.2 hbar w: zero line 0.03722, bare 0.03630
w_e = 0.8 w: F_00 = 0.1466 against exp(-S) = 0.1161
```
